# The Generalised Einstein Relation from Equilibrium Balance and from Kinetic Theory

Take non-interacting electrons in a rigid parabolic band of mass $m = 0.1\,m_e$ at $T = 300$ K and density $n = 10^{19}\ \mathrm{cm^{-3}}$. The ratio of their diffusion coefficient to their mobility is $D/\mu = 115.3$ mV, while the Einstein value $k_BT/q$ is $25.85$ mV. The ratio is larger by a factor $4.46$, and nothing about the scattering was needed to state it. Both the size of the factor and its independence of the collisions that fix $D$ and $\mu$ separately ask for an explanation.

## Conventions and the density of the band

Electrons carry charge $-q$ with $q>0$. For a field $\mathcal E$ and a density gradient along $x$, at uniform temperature, $\mu$ and $D$ are defined by the electric current density

$$J = qn\mu\,\mathcal E + qD\,\frac{dn}{dx}. \tag{1}$$

The second term is positive because particles flow down the gradient, with flux $-D\,dn/dx$, and carry charge $-q$. The field $\mathcal E$ is the total field, including any part produced by the electrons' own space charge.

The band has edge $E_c$, spin degeneracy 2 and energies $E_c+\hbar^2k^2/2m$. With $y=\hbar^2k^2/2mk_BT$ and $\eta=(E_F-E_c)/k_BT$ the Fermi–Dirac occupation is $f_0=1/(1+e^{y-\eta})$. Differentiating it gives

$$\frac{\partial f_0}{\partial \eta}=-\frac{\partial f_0}{\partial y}=\frac{e^{y-\eta}}{(1+e^{y-\eta})^2}=f_0(1-f_0)\equiv g. \tag{2}$$

In a periodic box of volume $V$ the allowed wavevectors have density $V/(2\pi)^3$, so for a large box

$$n=\frac2V\sum_{\mathbf k}f_0=\frac{2}{(2\pi)^3}\int_0^\infty 4\pi k^2f_0\,dk=\frac1{\pi^2}\int_0^\infty k^2f_0\,dk .$$

Put $k=k_T\sqrt y$ with $k_T=\sqrt{2mk_BT}/\hbar$, so that $k^2dk=\tfrac12k_T^3\sqrt y\,dy$, and define the normalised Fermi–Dirac integrals

$$F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{y^j\,dy}{1+e^{y-\eta}} .$$

With $\Gamma(3/2)=\sqrt\pi/2$,

$$n=\frac{k_T^3}{2\pi^2}\,\frac{\sqrt\pi}{2}\,F_{1/2}=N_cF_{1/2}(\eta),\qquad N_c=\frac{k_T^3}{4\pi^{3/2}}=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}. \tag{3}$$

Both derivations need $dn/d\eta$. Use (2) under the integral and integrate by parts:

$$\frac{dF_{1/2}}{d\eta}=\frac1{\Gamma(3/2)}\int_0^\infty y^{1/2}\left(-\frac{\partial f_0}{\partial y}\right)dy=\frac1{\Gamma(3/2)}\left\{\left[-y^{1/2}f_0\right]_0^\infty+\frac12\int_0^\infty y^{-1/2}f_0\,dy\right\}.$$

The boundary term vanishes, at $y=0$ through $y^{1/2}$ and at infinity through $f_0\sim e^{\eta-y}$. Since $\Gamma(3/2)=\tfrac12\Gamma(1/2)$, what remains is $F_{-1/2}$:

$$\frac{dn}{d\eta}=N_cF_{-1/2}(\eta),\qquad \frac{dn}{dE_F}=\frac{N_cF_{-1/2}(\eta)}{k_BT}, \tag{4}$$

where $dn/dE_F$ is taken at fixed $E_c$ and $T$.

## First derivation: balance of currents in equilibrium

Place the electrons in a static electrostatic potential $\phi(x)$ and let them come to equilibrium. Assume that $\phi$ varies slowly on the scale of the electron wavelength and the mean free path, and that the band is rigid, meaning that $m$ is constant and the edge moves with the electrostatic energy alone, $E_c(x)=E_{c0}-q\phi(x)$. Since $\mathcal E=-d\phi/dx$,

$$\frac{dE_c}{dx}=q\mathcal E. \tag{5}$$

In equilibrium the occupation of a state depends on its total energy through one Fermi level $E_F$ for the whole sample. For a slow potential the states near $x$ are band states of total energy $E_c(x)+\hbar^2k^2/2m$, so (3) holds locally with $\eta(x)=(E_F-E_c(x))/k_BT$. With $E_F$ constant, the chain rule and (5) give

$$\frac{dn}{dx}=\frac{dn}{d\eta}\,\frac{d\eta}{dx}=-\frac{dn}{d\eta}\,\frac{q\mathcal E}{k_BT}=-q\mathcal E\,\frac{dn}{dE_F}.$$

No current flows along $x$ in equilibrium. Inserting the gradient into (1),

$$0=q\mathcal E\left[n\mu-qD\,\frac{dn}{dE_F}\right],$$

and because $\mathcal E\neq0$ the bracket vanishes. With (3) and (4),

$$\frac D\mu=\frac{n}{q\,dn/dE_F}=\frac{k_BT}{q}\,\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)}\equiv\frac{k_BT}{q}\,R(\eta). \tag{6}$$

The argument was made in equilibrium, but in (1) $\mu$ and $D$ are taken to be functions of the local $n$ and $T$ alone, and any $n$ can be realised at some point of some equilibrium profile. Relation (6) then holds wherever (1) holds with such coefficients.

The normalisation matters. The bare integrals $\tilde F_j=\Gamma(j+1)F_j$ have $\tilde F_{1/2}/\tilde F_{-1/2}=\tfrac12F_{1/2}/F_{-1/2}$, so in terms of them the prefactor is $2k_BT/q$.

For ellipsoidal valleys with masses $m_1,m_2,m_3$, the substitution $k_i=\sqrt{m_i/m_d}\,k_i'$ with $m_d=(m_1m_2m_3)^{1/3}$ has unit Jacobian and makes the energy isotropic with mass $m_d$. This, and the number of equivalent valleys, changes $N_c$, which cancels in (6) at given $\eta$. For holes, $J=qp\mu_p\mathcal E-qD_p\,dp/dx$ and $p=N_vF_{1/2}(\eta_p)$ with $\eta_p=(E_v-E_F)/k_BT$. Now $d\eta_p/dx=+q\mathcal E/k_BT$, the two sign changes compensate, and (6) holds with $\eta_p$.

The zero-current condition also shows what is at stake. With $u=n/N_c$ and $\psi=q\phi/k_BT$ it reads $d\ln u/d\psi=1/R$. Start at $\eta=-4$, where $u=0.01820$, and raise $\psi$ by 12. Runge–Kutta integration with $R$ from (6) ends at $u=17.355$, the density belonging to $\eta=-4+12=8$. Setting $R=1$ gives $0.01820\,e^{12}\approx2962$, about 170 times the density that the band holds at that Fermi level.

## Second derivation: the Boltzmann equation with Pauli blocking

The first derivation took (1) as given. The second obtains (1) and computes both coefficients. Let $f_{\mathbf k}(x,t)$ obey

$$\frac{\partial f}{\partial t}+v\,\frac{\partial f}{\partial x}-\frac{q\mathcal E}{\hbar}\frac{\partial f}{\partial k_x}=C[f],\qquad v=\frac1\hbar\frac{\partial E}{\partial k_x},$$

$$C_{\mathbf k}=\sum_{\mathbf k'}\left[W_{\mathbf k'\mathbf k}\,f'(1-f)-W_{\mathbf k\mathbf k'}\,f(1-f')\right],$$

where $E(\mathbf k)=E(-\mathbf k)$ is the energy above the band edge, a prime marks the state $\mathbf k'$, and $W_{\mathbf k\mathbf k'}$ is the spin-conserving rate from $\mathbf k$ to $\mathbf k'$ caused by static scatterers and by a bath at temperature $T$. The rates are assumed to be unchanged when both wavevectors are reversed, and to satisfy detailed balance, $W_{\mathbf k\mathbf k'}/W_{\mathbf k'\mathbf k}=e^{y-y'}$ with $y=E/k_BT$.

**Equilibrium.** From $f_0/(1-f_0)=e^{\eta-y}$,

$$\frac{W_{\mathbf k\mathbf k'}f_0(1-f_0')}{W_{\mathbf k'\mathbf k}f_0'(1-f_0)}=e^{y-y'}\,\frac{e^{\eta-y}}{e^{\eta-y'}}=1 .$$

Hence $G_{\mathbf k\mathbf k'}\equiv W_{\mathbf k\mathbf k'}f_0(1-f_0')$ is symmetric and non-negative, and $C[f_0]=0$ for every $\eta$.

**Linearisation.** Write $f=f_0+g\varphi$ with $g=f_0(1-f_0)$. The first-order change of the gain term is

$$W_{\mathbf k'\mathbf k}\left[g'\varphi'(1-f_0)-f_0'\,g\varphi\right]=G\left[(1-f_0')\varphi'-f_0\varphi\right],$$

since each term contains the factor $W_{\mathbf k'\mathbf k}f_0'(1-f_0)=G$. Exchanging primed and unprimed states gives the change of the loss term, $G[(1-f_0)\varphi-f_0'\varphi']$. In gain minus loss the terms in $f_0$ and $f_0'$ cancel:

$$(L\varphi)_{\mathbf k}=\sum_{\mathbf k'}G_{\mathbf k\mathbf k'}(\varphi'-\varphi).$$

Multiply by any $\xi_{\mathbf k}$, sum, and average the double sum with its copy in which $\mathbf k$ and $\mathbf k'$ are exchanged:

$$\sum_{\mathbf k}\xi\,L\varphi=-\frac12\sum_{\mathbf k\mathbf k'}G\,(\xi-\xi')(\varphi-\varphi'). \tag{7}$$

Three facts follow. The matrix $L$ is symmetric. The choice $\xi=1$ gives $\sum L\varphi=0$, which is conservation of particle number. The choice $\xi=\varphi$ shows that $L\varphi=0$ forces $\varphi=\varphi'$ for each pair with $G>0$; if inelastic scattering connects all states by chains of such pairs, the null vectors of $L$ are the constants. A constant $\varphi$ is, by (2), a shift of $\eta$.

**Response to field and gradient.** Let $\eta(x)$ be fixed by the local density, and keep first order in $\mathcal E$ and $d\eta/dx$. On the left of the Boltzmann equation $f$ is replaced by $f_0$. The time derivative drops out, since $\partial n/\partial t$ is the divergence of a first-order current and so of second order. By (2), $\partial f_0/\partial x=g\,d\eta/dx$ and $\partial f_0/\partial k_x=-g\,\hbar v/k_BT$. Therefore

$$L\varphi=v g\left(\frac{d\eta}{dx}+\frac{q\mathcal E}{k_BT}\right). \tag{8}$$

Field and gradient drive the distribution with the same function $vg$. A symmetric linear system is solvable when its source is orthogonal to the null vectors, and $\sum vg=0$ because $v$ is odd in $\mathbf k$ and $g$ is even. Define $\chi$ by $L\chi=-vg$; the reversal symmetry of $G$ allows it to be chosen odd, so that it adds no density. Then $\varphi=-\chi\,(d\eta/dx+q\mathcal E/k_BT)$, and since $f_0$ carries no current,

$$J=-q\,\frac2V\sum vg\varphi=q\Lambda\left(\frac{d\eta}{dx}+\frac{q\mathcal E}{k_BT}\right),$$

$$\Lambda=\frac2V\sum vg\chi=-\frac2V\sum\chi L\chi=\frac1V\sum_{\mathbf k\mathbf k'}G(\chi-\chi')^2>0,$$

where the last form uses (7). Substitute $d\eta/dx=(dn/dx)/(dn/d\eta)$ and compare with (1):

$$\mu=\frac{q\Lambda}{nk_BT},\qquad D=\frac{\Lambda}{dn/d\eta},\qquad \frac D\mu=\frac{k_BT}{q}\,\frac{n}{dn/d\eta}. \tag{9}$$

The scattering enters through $\Lambda$ alone, which cancels in the ratio, and (3) and (4) turn (9) into (6). By (5), $k_BT\,d\eta/dx+q\mathcal E=dE_F/dx$ for the local quasi-Fermi level, so the two terms of the current combine into $J=n\mu\,dE_F/dx$. The flat Fermi level at zero current, an input of the first derivation, is a consequence here.

**The same $D$ as a decay rate.** With $\mathcal E=0$, a modulation $\delta f=g\varphi\,e^{i\kappa x+\lambda t}$ obeys $\lambda g\varphi=L\varphi-i\kappa vg\varphi$. Expand about the null vector, $\varphi=1+\kappa\varphi_1+\kappa^2\varphi_2$ and $\lambda=\kappa\lambda_1+\kappa^2\lambda_2$. At first order $\lambda_1g=L\varphi_1-ivg$; summing over $\mathbf k$ gives $\lambda_1=0$, so $L\varphi_1=ivg$ and $\varphi_1=-i\chi$, up to a constant that does not affect the next sum. At second order $\lambda_2g=L\varphi_2-ivg\varphi_1$; summing removes $L\varphi_2$ and leaves $\lambda_2\sum g=-\sum vg\chi$. Since $(2/V)\sum g=dn/d\eta$, the result is $\lambda=-D\kappa^2$ to leading order in $\kappa$, with the $D$ of (9). This describes carriers whose space-charge field is absent or treated separately as part of $\mathcal E$.

**Why the ratio exceeds one.** Written as sums over states, (9) is

$$R=\frac{\sum f_0}{\sum f_0(1-f_0)}>1,$$

because $0<1-f_0<1$ in each term. Every electron counts in $n$, which divides the conductivity to give $\mu$, but a rise of the Fermi level adds electrons in proportion to $f_0(1-f_0)$, which is small for filled states. A given density gradient then corresponds to a larger gradient of $E_F$ than in a classical gas. If the blocking factors $1-f$ are deleted from $C$, the equilibrium is $f_0=e^{\eta-y}$, the same steps go through with $g=f_0$ and $G=W_{\mathbf k\mathbf k'}f_0$, and $R=1$ at any density.

**A discrete model.** The cancellation can be seen in numbers. Label states by $s=k/k_T$ and the direction cosine $c$, on 56 and 4 Gauss–Legendre nodes with weight $s^2ds\,dc/2$ and cutoff $y=\max(\eta,0)+32$. Take $y=s^2$, $v=sc$ in units of $\sqrt{2k_BT/m}$, and

$$W=\frac{e^{-(y'-y)^2/8}\,[(1+y)(1+y')]^{p}\,(1+b\,cc')}{1+e^{y'-y}},$$

which satisfies detailed balance because the numerator is symmetric and $(1+e^{y-y'})/(1+e^{y'-y})=e^{y-y'}$. Kernel A has $p=0$, $b=0$; kernel B has $p=1/2$, $b=0.8$. The quantity $M=\mu k_BT/q=\Lambda/n$ comes from solving $L\chi=-vg$, and $D$ from the slowest eigenvalue $\lambda$ at two small values of $\kappa$, extrapolated in $\kappa^2$ to zero. At $\eta=6$, in model units, kernel A gives $D=0.9928$, $M=0.2365$ and kernel B gives $D=0.1864$, $M=0.0444$. The coefficients differ by a factor of about five between the kernels, and $D/M$, formed before rounding, is $4.1973$ for both, equal to $R(6)$. Kernel A without blocking gives $1.0000$.

## The two limits

**Nondegenerate.** For $\eta<0$ the geometric series $f_0=\sum_{l\ge1}(-1)^{l+1}z^le^{-ly}$ with $z=e^\eta$ converges for all $y\ge0$, and $\int_0^\infty y^je^{-ly}dy=\Gamma(j+1)/l^{j+1}$ gives

$$F_j=\sum_{l\ge1}\frac{(-1)^{l+1}z^l}{l^{j+1}} .$$

Both integrals start as $z$, so $R\to1$ and $D/\mu\to k_BT/q$ as $\eta\to-\infty$. For the corrections in terms of $u=F_{1/2}$, note from (4) that $R=u\,d\eta/du$. With $a_2=2^{-3/2}$ and $a_3=3^{-3/2}$, $u=z(1-a_2z+a_3z^2)$ to third order. Taking the logarithm with $\ln(1+w)=w-w^2/2$,

$$\ln u=\eta-a_2z+\left(a_3-\tfrac12a_2^2\right)z^2 .$$

Inverting the series for $u$ gives $z=u+a_2u^2$ to second order, and so

$$\eta=\ln u+a_2u+\left(a_2^2+\tfrac12a_2^2-a_3\right)u^2=\ln u+\frac{u}{\sqrt8}+\left(\frac3{16}-\frac{\sqrt3}{9}\right)u^2 .$$

Applying $u\,d/du$,

$$R=1+\frac{u}{\sqrt8}+\left(\frac38-\frac{2\sqrt3}9\right)u^2+\dots=1+0.35355\,u-0.00990\,u^2+\dots \tag{10}$$

**Degenerate.** Integrating the definition by parts, with vanishing boundary term for $j>-1$,

$$F_j=\frac1{\Gamma(j+2)}\int_0^\infty y^{j+1}g\,dy .$$

With $w=y-\eta$, $g=e^w/(1+e^w)^2$ is even in $w$ and decays as $e^{-|w|}$. For $\eta\gg1$ expand $y^{j+1}$ about $\eta$ and extend the lower limit to $-\infty$, which neglects terms of order $e^{-\eta}$ and yields an asymptotic series. The moments of $g$ are $\int g\,dw=1$, since $g=-\partial f_0/\partial y$; $\int wg\,dw=0$ by parity; and, from $g=\sum_l(-1)^{l+1}l\,e^{-lw}$ for $w>0$ and $\int_0^\infty w^2e^{-lw}dw=2/l^3$,

$$\int w^2g\,dw=4\sum_l\frac{(-1)^{l+1}}{l^2}=4\cdot\frac12\cdot\frac{\pi^2}6=\frac{\pi^2}3 .$$

The factor $\tfrac12$ arises because the alternating sum is the full sum $\pi^2/6$ minus twice the even terms, which make up a quarter of it. The second-order Taylor term is $\tfrac12(j+1)j\,\eta^{j-1}w^2$, so

$$F_j=\frac{\eta^{j+1}}{\Gamma(j+2)}\left[1+\frac{\pi^2}{6}\frac{j(j+1)}{\eta^2}+O(\eta^{-4})\right].$$

With $j(j+1)=3/4$ and $-1/4$, $\Gamma(5/2)=3\sqrt\pi/4$ and $\Gamma(3/2)=\sqrt\pi/2$,

$$F_{1/2}\simeq\frac{4\eta^{3/2}}{3\sqrt\pi}\left(1+\frac{\pi^2}{8\eta^2}\right),\qquad F_{-1/2}\simeq\frac{2\eta^{1/2}}{\sqrt\pi}\left(1-\frac{\pi^2}{24\eta^2}\right).$$

The prefactors divide to $2\eta/3$ and the corrections add to $\pi^2(\tfrac18+\tfrac1{24})=\pi^2/6$:

$$\frac D\mu\simeq\frac{2(E_F-E_c)}{3q}\left(1+\frac{\pi^2}{6\eta^2}\right). \tag{11}$$

The limit written as $2E_F/3q$ thus requires $E_F$ to be measured from the band edge. At fixed density it is convenient to use the zero-temperature Fermi energy. A filled sphere has $n=k_F^3/3\pi^2$, so $\varepsilon_F=\hbar^2(3\pi^2n)^{2/3}/2m$. With $t=\varepsilon_F/k_BT=(k_F/k_T)^2$, division by $N_c$ of (3) gives $u=4t^{3/2}/3\sqrt\pi$. Equating this to $F_{1/2}$ and raising to the power $2/3$ gives $t=\eta(1+\pi^2/12\eta^2)$, hence $\eta=t(1-\pi^2/12t^2)$, and (11) becomes

$$\frac D\mu\simeq\frac{2\varepsilon_F}{3q}\left(1+\frac{\pi^2}{12t^2}\right), \tag{12}$$

because $\tfrac16-\tfrac1{12}=\tfrac1{12}$.

The limit has a kinetic reading. If the collisions act on functions odd in $\mathbf k$ as $L\chi=-g\chi/\tau(E)$, then $\chi=\tau v$ and (9) makes $D$ the average of $\tau v^2$ with weight $g$. As $T\to0$ this weight sits on the Fermi sphere, where $v^2$ averages to $v_F^2/3$, so $D=v_F^2\tau/3$. With $\varepsilon_F=mv_F^2/2$ the limit of (12) is $mv_F^2/3q$, and $\mu=q\tau/m$ with $\tau$ taken at $\varepsilon_F$. The classical value has the same form, $k_BT/q=m\langle|\mathbf v|^2\rangle/3q$ with $\langle|\mathbf v|^2\rangle=3k_BT/m$; the Fermi speed has replaced the thermal speed.

## Worked example

The parameters are round model values, $m=0.1\,m_e$, $T=300$ K and $\mu=1000\ \mathrm{cm^2/(V\,s)}$, the last held fixed for all densities. They give $k_BT/q=25.852$ mV and, from (3), $N_c=7.9355\times10^{17}\ \mathrm{cm^{-3}}$. The integrals were evaluated by Gauss–Legendre quadrature after the substitution $y=s^2$, which removes the singularity of $y^{-1/2}$, and $\eta$ was found from $F_{1/2}(\eta)=n/N_c$ with a bracketing root finder.

| $n$ (cm⁻³) | $\eta$ | $F_{1/2}$ | $F_{-1/2}$ | $D/\mu$ (mV) |
|---|---|---|---|---|
| $10^{16}$ | −4.369 | 0.012602 | 0.012546 | 25.97 |
| $10^{18}$ | 0.669 | 1.2602 | 0.88083 | 36.99 |
| $10^{19}$ | 6.416 | 12.602 | 2.8254 | 115.3 |
| $10^{20}$ | 30.36 | 126.02 | 6.2147 | 524.2 |

For $n=10^{19}\ \mathrm{cm^{-3}}$, $u=10^{19}/7.9355\times10^{17}=12.602$ and $R=12.602/2.8254=4.460$, so $D/\mu=4.460\times25.852=115.3$ mV, the number of the opening. Through the derivative, $dn/dE_F=7.9355\times10^{17}\times2.8254/0.025852=8.673\times10^{19}\ \mathrm{cm^{-3}/eV}$, and $10^{19}/8.673\times10^{19}=0.1153$ V. Then $D=1000\times0.1153=115.3\ \mathrm{cm^2/s}=1.153\times10^{-2}\ \mathrm{m^2/s}$. The Fermi energy is $\varepsilon_F=169.25$ meV, so $2\varepsilon_F/3q=112.8$ mV, and this term accounts for most of the factor 4.46. With $t=169.25/25.852=6.547$ the correction in (12) is $0.8225/6.547^2=0.0192$, giving $115.0$ mV, which is 0.3 % below the value from (6). At $10^{20}\ \mathrm{cm^{-3}}$ the leading term is $523.7$ mV and (12) gives $524.2$ mV, the tabulated value.

At $10^{16}\ \mathrm{cm^{-3}}$, (10) gives $R=1+0.35355\times0.012602=1.0045$. At $10^{18}\ \mathrm{cm^{-3}}$ it gives $1+0.4455-0.0157=1.4298$ against $1.2602/0.88083=1.4307$, which is 0.06 % below the value from (6). Here $\eta>0$, where the series in $z$ used to derive (10) diverges, so the derivation above does not by itself guarantee this agreement. The series in $u$ reaches further than the series in $z$: its next term, $0.000445\,u^3=0.0009$, accounts for the gap, and carried to higher order its partial sums settle on $1.4307$.

Root finding on (6) places the edges of the two regimes. The ratio $D/\mu$ exceeds $k_BT/q$ by 10 % of $k_BT/q$ at $\eta=-1.155$, $u=0.285$, $n=2.26\times10^{17}\ \mathrm{cm^{-3}}$, with the Fermi level still below the band edge. It exceeds $2\varepsilon_F/3q$ by 5 % of that quantity at $\eta=4.37$, $u=7.33$, $n=5.82\times10^{18}\ \mathrm{cm^{-3}}$.

## What each derivation assumes

**The form of the current.** The equilibrium argument postulates (1) with coefficients depending on local $n$ and $T$. It does not show that they exist, gives neither of them, and needs no model of collisions. The kinetic argument derives (1), shows $\mu,D>0$, and identifies $D$ with a decay rate, at the price of assuming independent quasiparticles, a Boltzmann equation and detailed balance with a bath.

**Distance from equilibrium.** The first derivation hides this condition in the postulate that $\mu$ and $D$ do not depend on $\mathcal E$ or $dn/dx$. The second shows where it enters: (8) keeps first order in both. When the field is strong enough that $f$ departs from $f_0$ at higher order, (8) fails and neither argument gives (6). A temperature gradient adds to (8) a source $yg\,v\,d\ln T/dx$ of different shape, and (1) is then incomplete.

**Inelastic scattering.** The first derivation never mentions it. In the second, purely elastic scattering makes every function of energy a null vector of $L$. Equation (8) remains solvable, since $vg$ is odd, and (9) holds at an instant when the local distribution is of Fermi–Dirac form. The expansion about a single null vector fails, however, because the population of each energy shell is conserved separately, so each shell decays with its own coefficient, the shell average of $v\chi$, and one $D$ describes the modulation only when this average is nearly constant over the energies where $g$ is appreciable, as in the degenerate limit.

**Rigid band.** Both use (5), or equivalently the force $-q\mathcal E$ alone. The equilibrium route extends readily to a mean-field shift of the edge, $E_c=E_{c0}-q\phi+\Delta(n)$. A flat $E_F$ gives $k_BT\,d\eta/dx=-q\mathcal E-(d\Delta/dn)\,dn/dx$; with $d\eta/dx=(dn/dx)/(N_cF_{-1/2})$ and $J=0$ this yields $D/\mu=(k_BT/q)R+(n/q)\,d\Delta/dn$. The term need not be negligible in a doped semiconductor. The zero-temperature exchange shift $\Delta=-q^2k_F/4\pi^2\epsilon$ with $\epsilon=12\,\epsilon_0$ is $-25.5$ meV at $10^{19}\ \mathrm{cm^{-3}}$, and since $\Delta\propto n^{1/3}$ it lowers $D/\mu$ by $8.5$ mV, from $115.3$ to about $107$ mV.

**Parabolicity.** Neither derivation uses it until (3) and (4) are inserted, so $D/\mu=n/(q\,dn/dE_F)$ survives in a nonparabolic band while the ratio $F_{1/2}/F_{-1/2}$ does not. For the Kane dispersion $E(1+\alpha E)=\hbar^2k^2/2m$ at $T=0$, $n=k_F^3/3\pi^2\propto[E(1+\alpha E)]^{3/2}$ at $E=E_F-E_c$, so $d\ln n/dE=\tfrac32(1+2\alpha E)/[E(1+\alpha E)]$ and

$$\frac D\mu\to\frac{2E}{3q}\,\frac{1+\alpha E}{1+2\alpha E}.$$

Take the model value $\alpha=1\ \mathrm{eV^{-1}}$ with the same $m$ and $T$, computing $n$ by quadrature over $k$ and $dn/d\eta$ by a central difference. At $10^{20}\ \mathrm{cm^{-3}}$ the Fermi level lies at $E=515.1$ meV and $D/\mu=258.2$ mV, about half the parabolic $524.2$ mV; the limit formula gives $\tfrac23\times515.1\times1.5151/2.0302=256.3$ mV. At $10^{19}\ \mathrm{cm^{-3}}$ the value is $89.9$ mV in place of $115.3$ mV. In the discrete Boltzmann model with $y(1+ay)=s^2$, $v=sc/(1+2ay)$, a separate model value $a=\alpha k_BT=0.05$ (the $\alpha$ and $T$ above give $0.026$), a cutoff at the same $y$, and kernel A at $\eta=6$, $D/M$ is $3.4754$, equal to $n/(dn/d\eta)$ of that band and below the parabolic $4.1973$.
